# Activation free energy of amide rotation from NMR coalescence

## Problem

A metal dimethylamide contains the group M–NMe\(_2\). At low temperature, rotation about the M–N bond is slow, and the two methyl groups give separate proton NMR lines of equal intensity, \(\Delta\nu=100\) Hz apart. On warming, the lines broaden, approach each other and merge into one maximum at \(T_c=250\) K.

(a) At what rate do the methyl groups exchange at \(T_c\)?

(b) What is the activation free energy \(\Delta G^\ddagger\) of the rotation?

(c) How do experimental errors and neglected effects change the answer, and what does it predict for a tenfold larger line separation and for a precursor source at 330 K?

A half turn about M–N interchanges the methyl groups and is assumed to restore the same molecule, so the two sites are equally populated. The methyl groups have no resolved mutual spin coupling. The separation \(\Delta\nu\) is the value without exchange, taken at \(T_c\). Exchange is attributed to rotation; the line shape alone could not distinguish it from, say, loss of the ligand followed by a return so fast that hardly any ligand is free at a given moment. The rate constant \(k\) is the probability per unit time that a methyl group leaves its present site for the other one, by either sense of rotation.

## First estimate by scaling

Two lines can be told apart if a spin stays in one site long enough for the frequency difference to show. The required time is of order \(1/\Delta\nu\), so coalescence should occur near \(k\sim\Delta\nu=100\ \mathrm{s^{-1}}\). One could equally compare \(k\) with the angular frequency difference \(2\pi\Delta\nu\approx628\ \mathrm{s^{-1}}\). Scaling does not choose between them.

The natural rate for a thermally activated step is \(k_BT/h\), reduced by a Boltzmann factor:

\[
k=\frac{k_BT}{h}\,e^{-\Delta G^\ddagger/RT},
\qquad
\Delta G^\ddagger=RT\ln\frac{k_BT}{hk}.
\]

At 250 K, \(k_BT/h=5.209\times10^{12}\ \mathrm{s^{-1}}\) and \(RT=2.0786\) kJ/mol. The two choices of rate give

\[
\begin{aligned}
k=\Delta\nu:\quad &2.0786\times24.68\approx51.3\ \mathrm{kJ/mol},\\
k=2\pi\Delta\nu:\quad &2.0786\times22.84\approx47.5\ \mathrm{kJ/mol}.
\end{aligned}
\]

A sixfold uncertainty in rate has become a spread of less than 4 kJ/mol, because the rate enters through a logarithm. To do better we need the numerical factor in the coalescence condition.

## Exact solution of the two-site model

### Equations of motion

Measure angular frequency from the midpoint of the two lines. Their full angular separation is \(2\pi\Delta\nu\), so they lie at \(\pm w\), with

\[
w=\pi\Delta\nu=314.16\ \mathrm{rad/s}.
\]

Let \(M_1\) and \(M_2\) be the complex transverse magnetizations of the two sites. Each precesses at its own frequency, loses magnetization at rate \(k\) to the other site, gains it at the same rate, and decays naturally at rate \(r\):

\[
\begin{aligned}
\dot M_1&=(iw-k-r)M_1+kM_2,\\
\dot M_2&=kM_1+(-iw-k-r)M_2.
\end{aligned}
\]

After a short pulse, \(M_1(0)=M_2(0)=\tfrac12\) in units of the total magnetization. The absorption at offset \(x\) is

\[
S(x)=\mathrm{Re}\int_0^\infty [M_1(t)+M_2(t)]e^{-ixt}\,dt.
\]

Write \(m_j=\int_0^\infty M_je^{-ixt}dt\). Integration by parts gives

\[
\int_0^\infty\dot M_j e^{-ixt}dt=-M_j(0)+ix\,m_j,
\]

since the magnetization vanishes at long times. With \(a=r+ix\), the transformed equations are

\[
\begin{aligned}
(a+k-iw)m_1-km_2&=\tfrac12,\\
-km_1+(a+k+iw)m_2&=\tfrac12.
\end{aligned}
\]

Their determinant is

\[
D=(a+k)^2+w^2-k^2=a^2+2ka+w^2.
\]

Cramer's rule gives

\[
m_1=\frac{a+2k+iw}{2D},\qquad m_2=\frac{a+2k-iw}{2D}.
\]

The terms in \(iw\) cancel in the sum, leaving

\[
S(x)=\mathrm{Re}\,\frac{a+2k}{a^2+2ka+w^2}.
\]

Now neglect the natural decay, \(r=0\), so that \(a=ix\):

\[
S(x)=\mathrm{Re}\,\frac{2k+ix}{w^2-x^2+2ikx}.
\]

Multiply above and below by the complex conjugate of the denominator. The real part of the numerator is \(2k(w^2-x^2)+2kx^2=2kw^2\). Hence

\[
S(x)=\frac{2kw^2}{(w^2-x^2)^2+4k^2x^2}.
\]

### Slow and fast exchange

For \(k\ll w\), look near one line by setting \(x=w+\delta\) with \(|\delta|\ll w\). Then \((w^2-x^2)^2\approx4w^2\delta^2\) and \(4k^2x^2\approx4k^2w^2\), so

\[
S\approx\frac12\,\frac{k}{\delta^2+k^2}.
\]

This is a Lorentzian carrying half the intensity, with half-width \(k\) in angular frequency. Slow exchange broadens each line because every jump ends a spin's stay at that frequency.

For \(k\gg w\) and \(|x|\ll w\), the first term in the denominator is approximately \(w^4\). Dividing above and below by \(4k^2\) gives

\[
S\approx\frac{w^2/2k}{(w^2/2k)^2+x^2}.
\]

There is now one line at the average frequency, with half-width \(w^2/2k\). It narrows as exchange becomes faster, because each spin averages the two frequencies more completely.

### The coalescence condition

The numerator of \(S\) does not depend on \(x\), so a maximum of \(S\) is a minimum of the denominator. Put \(y=x^2\ge0\) and complete the square:

\[
\begin{aligned}
(w^2-y)^2+4k^2y
&=y^2-2(w^2-2k^2)y+w^4\\
&=[y-(w^2-2k^2)]^2+w^4-(w^2-2k^2)^2.
\end{aligned}
\]

If \(w^2>2k^2\), the minimum lies at \(y=w^2-2k^2\), and there are two maxima, at

\[
x=\pm\sqrt{w^2-2k^2}.
\]

If \(w^2\le2k^2\), the smallest allowed value, \(y=0\), gives the minimum, and there is one maximum at the centre. The lines therefore merge at

\[
k_c=\frac{w}{\sqrt2}=\frac{\pi\Delta\nu}{\sqrt2}
=\frac{314.16}{1.4142}=222.1\ \mathrm{s^{-1}}.
\]

This answers part (a). Below coalescence, the apparent separation in hertz is \(2|x|/2\pi\), or

\[
\Delta\nu_{\rm app}=\sqrt{\Delta\nu^2-\frac{2k^2}{\pi^2}}.
\]

At \(k=150\ \mathrm{s^{-1}}\) it is 73.8 Hz. A separation read from a partly exchanged spectrum is therefore too small to serve as \(\Delta\nu\).

The merging of maxima differs from the merging of the frequencies of free motion. For \(r=0\), the eigenvalues of the equations of motion are

\[
\lambda=-k\pm\sqrt{k^2-w^2}.
\]

Their imaginary parts vanish at \(k=w\), a rate larger by \(\sqrt2\). Between \(w/\sqrt2\) and \(w\), two oscillation frequencies remain, but the broad lines overlap in a single maximum. Using \(k=w\) for the observed coalescence would lower the free energy by \(RT_c\ln\sqrt2=0.72\) kJ/mol.

### From rate to free energy

A simple rotor shows what the Eyring equation means here. Let the rotation angle be \(\phi\), the moment of inertia \(I\), and the potential \(V=V_0\sin^2\phi\), with \(V_0\) per mole where it is divided by \(RT\). One well extends from \(-\pi/2\) to \(\pi/2\), with a barrier top at either end. Its classical partition function is

\[
q=\frac1h\int_{-\infty}^{\infty}dp\,e^{-p^2/2Ik_BT}
\int_{-\pi/2}^{\pi/2}d\phi\,e^{-V/RT}.
\]

The outward flux through one top is the thermal phase-space density there, multiplied by the angular velocity \(p/I\) and integrated over outward momenta:

\[
\frac{e^{-V_0/RT}}{hq}\int_0^\infty\frac pI\,e^{-p^2/2Ik_BT}dp
=\frac{k_BT}{h}\,\frac{e^{-V_0/RT}}q.
\]

The integral equals \(k_BT\), as the substitution \(s=p^2/2I\) shows. If every crossing leads to the other well without an immediate return, the two tops together give

\[
k=\frac{k_BT}{h}\,\frac{2e^{-V_0/RT}}q.
\]

Comparison with the Eyring equation at unit transmission coefficient gives

\[
\Delta G^\ddagger=V_0+RT\ln\frac q2.
\]

So \(\Delta G^\ddagger\) is an effective free energy for the total exchange rate at one temperature. It is neither the potential barrier nor an activation enthalpy. If it is assigned instead to one of two equivalent senses of rotation, the rate is \(k/2\), and the free energy is higher by \(RT\ln2=1.44\) kJ/mol.

Inserting \(k_c\) into the inverted Eyring equation gives

\[
\Delta G^\ddagger
=RT_c\ln\frac{\sqrt2\,k_BT_c}{\pi h\,\Delta\nu}
=RT_c\left[22.962+\ln\frac{T_c/\mathrm K}{\Delta\nu/\mathrm{Hz}}\right].
\]

The constant is \(\ln(\sqrt2k_B/\pi h)\), evaluated with temperature in kelvin and frequency in hertz. For the stated data,

\[
\begin{aligned}
\Delta G^\ddagger
&=2.0786\,(22.962+0.916)\ \mathrm{kJ/mol}\\
&=2.0786\times23.878\ \mathrm{kJ/mol}\\
&=49.6\ \mathrm{kJ/mol}.
\end{aligned}
\]

This answers part (b). The same value is 11.9 kcal/mol.

## Comparison of the estimate with the solution

The exact condition replaces the undetermined factor in \(k\sim\Delta\nu\) by \(\pi/\sqrt2\approx2.22\). This lies between the factors 1 and \(2\pi\) used in the scaling estimate. The first estimate was high by

\[
RT_c\ln\frac{\pi}{\sqrt2}=2.0786\times0.798\approx1.7\ \mathrm{kJ/mol},
\]

and the second was low by

\[
RT_c\ln(2\sqrt2)=2.0786\times1.040\approx2.2\ \mathrm{kJ/mol}.
\]

These differences account for the estimates of 51.3 and 47.5 kJ/mol. Scaling finds the free energy to within about 5%, although its rates are wrong by factors of two to three. It could not be used in the same way to find the rate itself.

## Errors and neglected effects

### Temperature and line separation

Differentiate the result with respect to \(T_c\) at fixed \(\Delta\nu\). The prefactor and the logarithm both contribute:

\[
\begin{aligned}
\frac{\partial\Delta G^\ddagger}{\partial T_c}
&=R\left[\ln\frac{k_BT_c}{hk_c}+1\right]\\
&=8.3145\times24.878\ \mathrm{J/(mol\,K)}\\
&=0.207\ \mathrm{kJ/(mol\,K)}.
\end{aligned}
\]

An error of 2 K changes the answer by 0.41 kJ/mol. At fixed temperature,

\[
\frac{\partial\Delta G^\ddagger}{\partial\ln\Delta\nu}=-RT_c,
\]

so a separation 5% too large lowers the answer by about 0.10 kJ/mol. For these error sizes, the thermometer matters more than the frequency scale.

### Natural linewidth

Natural broadening fills the dip between the lines and makes them merge at a lower exchange rate. To find the first correction, define

\[
f(a)=\frac{a+2k}{a^2+2ka+w^2}=c_0+c_1a+c_2a^2+c_3a^3+\cdots .
\]

Since \(S(x)=\mathrm{Re}\,f(r+ix)\), two derivatives with respect to \(x\) bring a factor \(i^2\), and the curvature at the centre is \(-f''(r)\). Multiplying the series by the denominator and comparing powers of \(a\) gives

\[
\begin{aligned}
w^2c_0&=2k, & w^2c_1+2kc_0&=1,\\
w^2c_2+2kc_1+c_0&=0, & w^2c_3+2kc_2+c_1&=0.
\end{aligned}
\]

The first three relations yield

\[
c_1=\frac1{w^2}\left(1-\frac{4k^2}{w^2}\right),\qquad
c_2=-\frac{4k}{w^4}\left(1-\frac{2k^2}{w^2}\right).
\]

Put \(k=w/\sqrt2+\epsilon\). To first order, \(2k^2/w^2=1+2\sqrt2\,\epsilon/w\), and therefore \(c_2=8\epsilon/w^4\). At zeroth order \(c_1=-1/w^2\) and \(c_2=0\), so \(c_3=1/w^4\). The curvature vanishes when

\[
2c_2+6c_3r=\frac{16\epsilon+6r}{w^4}=0,
\qquad \epsilon=-\frac{3r}{8}.
\]

A Lorentzian of full width 3 Hz has \(r=3\pi=9.42\ \mathrm{s^{-1}}\), which gives a shift of \(-3.53\ \mathrm{s^{-1}}\). Bisection on \(k\), using spectra computed from the full equations, puts the merging at \(218.6\ \mathrm{s^{-1}}\). The free energy rises by only 0.03 kJ/mol. The first-order formula requires \(r\ll k_c\); it does not cover broad natural lines. Without exchange, \(f(a)=a/(a^2+w^2)\), and the curvature at the centre is

\[
-f''(r)=\frac{2r(3w^2-r^2)}{(r^2+w^2)^3}.
\]

The dip therefore disappears, even without exchange, when \(r\) reaches \(\sqrt3\,w\), that is, when the natural full width reaches \(\sqrt3\) times the separation.

### Tunnelling

Model the group as two methyl masses of 15 u, each 1.2 Å from the rotation axis, on a fixed heavy frame. Then

\[
I=2\times15\times1.2^2=43.2\ \mathrm{u\,\text{Å}^2}.
\]

At a top of \(V_0\sin^2\phi\), the curvature is \(-2V_0\), so the barrier frequency is \(\omega=\sqrt{2V_0/I}\), with \(V_0\) here per molecule. The size of the quantum correction is governed by \(u=\hbar\omega/k_BT\).

For a reference barrier of \(10RT_c=20.79\) kJ/mol, this rotor has \(u=0.300\). Since \(u\propto\sqrt{V_0}\) at fixed \(I\) and \(T\), a barrier near 49.6 kJ/mol gives

\[
u\approx0.300\sqrt{\frac{49.6}{20.79}}\approx0.46.
\]

This scaling uses \(\Delta G^\ddagger\) in place of \(V_0\). Solving \(\Delta G^\ddagger=V_0+RT\ln(q/2)\) for this rotor gives \(V_0=49.4\) kJ/mol and \(q=2.19\), and again \(u=0.46\).

A parabolic barrier transmits a particle of energy \(E\), measured from its top, with probability \([1+e^{-2\pi E/\hbar\omega}]^{-1}\). Averaging over thermal energies, with \(z=E/k_BT\), gives, for \(u<2\pi\), the factor by which the classical flux over the top is multiplied:

\[
\kappa=\int_{-\infty}^{\infty}\frac{e^{-z}\,dz}{1+e^{-2\pi z/u}}
=\frac{u/2}{\sin(u/2)}\approx1+\frac{u^2}{24}.
\]

The substitution \(s=e^{-2\pi z/u}\) turns the integral into the standard form \(\int_0^\infty s^{\alpha-1}/(1+s)\,ds=\pi/\sin\pi\alpha\), with \(\alpha=u/2\pi\). Here \(\kappa\approx1.009\). If this factor is separated from the measured rate, the inferred free energy rises by \(RT_c\ln\kappa\approx0.02\) kJ/mol. The well has the same curvature as the top, so quantizing it lowers \(q\) by a further factor of about \(1+u^2/24\); the quantum rate of this rotor is then about 1.018 times the classical one, which is 0.04 kJ/mol in free energy. Tunnelling is negligible in this model because \(\hbar\omega\) at the barrier top is less than half of \(k_BT\).

## Predictions at other conditions

### A tenfold larger separation

Suppose \(\Delta\nu=1000\) Hz, with \(\Delta G^\ddagger\) held constant. The required rate is ten times larger. A linear estimate of the temperature rise is

\[
\Delta T\approx\frac{RT_c\ln10}{\partial\Delta G^\ddagger/\partial T_c}
=\frac{2.0786\times2.303}{0.207}\approx23\ \mathrm K.
\]

Solving the full coalescence formula numerically gives \(T_c=275.4\) K, a rise of about 25 K. Holding \(\Delta G^\ddagger\) constant means zero activation entropy; an entropy of \(-20\) or \(+20\) J/(mol K) would move the result to 278.5 or 273.0 K. Coalescence temperature is thus a property of the molecule and the spectrometer together, since a fixed chemical-shift difference gives a separation in hertz proportional to the magnetic field.

### A precursor source at 330 K

A single coalescence point does not determine the activation entropy \(\Delta S^\ddagger\). If that entropy is constant between 250 and 330 K, then

\[
\Delta G^\ddagger(330\ \mathrm K)
=\Delta G^\ddagger(250\ \mathrm K)-80\ \mathrm K\times\Delta S^\ddagger.
\]

For zero entropy, the free energy stays at 49.6 kJ/mol and the Eyring rate is \(9.6\times10^4\ \mathrm{s^{-1}}\). For \(\Delta S^\ddagger=-20\) J/(mol K), the free energy is 51.2 kJ/mol and the rate is \(5.3\times10^4\ \mathrm{s^{-1}}\). For \(+20\) J/(mol K), they are 48.0 kJ/mol and \(1.7\times10^5\ \mathrm{s^{-1}}\). This entropy range changes the extrapolated rate by a factor of about 1.8 either way. The extrapolation also assumes that the barrier in the source is the same as in the NMR sample. The rate describes internal rotation and says nothing about thermal decomposition of the precursor.

### Relation to real amides

Hexakis(dimethylamido)dimolybdenum is a real case of hindered M–N rotation. The input data here are those of the exercise, so the result is not a measured barrier for that compound. A separation of 100 Hz corresponds to 1.7 ppm at a proton frequency of 60 MHz, and to only 0.25 ppm at 400 MHz. For a shift difference of one or two ppm, it is therefore a low-field value. Real spectra can break the assumption that the separation measured in the cold still holds at \(T_c\); a 5% drift moves the result by about 0.10 kJ/mol, less than the 0.41 kJ/mol from a 2 K temperature error.
